# Cycle count and width noise in digital etching of a fin: a numerical check

```python
"""Digital etching of a two-sided semiconductor fin.
Result under test: oxide thickness X obeys u0*t = X*E2(x1/X), and
the fin loses d = 2*X/R per cycle. Independent cycle noise gives
Var(width) = n*(d^2*common^2 + 2*local^2); a run-constant voltage
offset adds n^2*b^2. t: oxidation time, R: oxide/semiconductor volume
ratio, n: cycles, E2: exponential integral, x1: field length,
u0: zero-field growth speed, b: offset-induced width loss per cycle.
All internal quantities are in SI units.
"""
import numpy as np
from scipy.constants import e, k
from scipy.integrate import solve_ivp
from scipy.special import expn

nm = 1e-9
charge = 3 * e
half_jump = 0.2 * nm
barrier = 2.4e-19
attempt_speed = 1e3
temperature = 300.0
voltage = 1.0
nominal_time = 60.0
volume_ratio = 1.5
start_width = 20 * nm
target_width = 7 * nm
removal = start_width - target_width
sd_time = 1.0
sd_temperature = 0.5
sd_voltage = 0.020
sd_run_voltage = 0.010
sd_local = 0.03 * nm
residue = 0.1 * nm


def growth_parameters(temp, volt):
    length = charge * half_jump * volt / (k * temp)
    speed = attempt_speed * np.exp(-barrier / (k * temp))
    return length, speed


def oxide_thickness(time, temp, volt):
    """Solve the integrated growth law by Newton steps in log thickness."""
    length, speed = growth_parameters(temp, volt)
    log_product = np.log(speed * time)
    thickness = nm * np.ones_like(log_product)
    for _ in range(8):
        z = length / thickness
        integral = expn(2, z)
        mismatch = np.log(thickness * integral) - log_product
        thickness = thickness * np.exp(-mismatch * np.exp(z) * integral)
    assert np.max(np.abs(mismatch)) < 1e-10
    return thickness


def integrate_growth(time, initial):
    """Integrate the capped rate equation, using logarithmic time."""
    length, speed = growth_parameters(temperature, voltage)
    cap_thickness = charge * half_jump * voltage / barrier
    assert 0 <= initial < cap_thickness
    cap_time = (cap_thickness - initial) / attempt_speed

    def rate(log_time, scaled):
        return np.exp(log_time) * speed * np.exp(length / (scaled * nm)) / nm

    solution = solve_ivp(rate, (np.log(cap_time), np.log(time)),
                         [cap_thickness / nm], method="DOP853",
                         rtol=1e-10, atol=1e-12)
    assert solution.success
    return solution.y[0, -1] * nm


def response(time):
    """Mean loss, relative sensitivities and noise variances."""
    thickness = float(oxide_thickness(time, temperature, voltage))
    length, _ = growth_parameters(temperature, voltage)
    z = length / thickness
    g = np.exp(z) * expn(2, z)
    slopes = np.array([g, g * (1 + barrier / (k * temperature)) - 1, 1 - g])
    relative_sd = np.array([sd_time / time, sd_temperature / temperature,
                            sd_voltage / voltage])
    loss = 2 * thickness / volume_ratio
    common_parts = loss**2 * (slopes * relative_sd)**2
    cycle_variance = common_parts.sum() + 2 * sd_local**2
    run_loss = loss * slopes[2] * sd_run_voltage / voltage
    return thickness, z, slopes, loss, common_parts, cycle_variance, run_loss


def best_count(distance, loss, variance, run_loss):
    vertex = (distance * loss - variance / 2) / (loss**2 + run_loss**2)
    return max(0, int(np.rint(vertex)))


# Growth law against direct integration of the rate equation.
for test_time in (5.0, 60.0, 600.0):
    direct = integrate_growth(test_time, 0.0)
    formula = float(oxide_thickness(test_time, temperature, voltage))
    assert abs(direct / formula - 1) < 1e-7

# Sensitivities against central differences of the full response.
nominal = response(nominal_time)
for index in range(3):
    low = [nominal_time, temperature, voltage]
    high = low.copy()
    step = 1e-4
    low[index] *= np.exp(-step)
    high[index] *= np.exp(step)
    slope = np.log(oxide_thickness(*high) / oxide_thickness(*low)) / (2 * step)
    assert abs(slope - nominal[2][index]) < 1e-5
z_grid = np.geomspace(0.1, 100, 200)
g_grid = np.exp(z_grid) * expn(2, z_grid)
assert np.all((g_grid > 1 / (z_grid + 2)) & (g_grid < 1 / (z_grid + 1)))

# Integer optimum against exhaustive search, including strong noise.
rng = np.random.default_rng(73129)
different_from_rounding = 0
for _ in range(500):
    distance = rng.uniform(2, 20)
    loss = rng.uniform(0.5, 2)
    variance = rng.uniform(0, 2)
    run_loss = rng.uniform(0, 0.3)
    counts = np.arange(100)
    errors = ((distance - counts * loss)**2 + counts * variance
              + counts**2 * run_loss**2)
    found = int(np.argmin(errors))
    assert found == best_count(distance, loss, variance, run_loss)
    different_from_rounding += found != int(np.rint(distance / loss))
assert different_from_rounding > 0

cycles = best_count(removal, nominal[3], nominal[5], nominal[6])
length, speed = growth_parameters(temperature, voltage)
tuned_thickness = volume_ratio * removal / (2 * cycles)
tuned_time = tuned_thickness * expn(2, length / tuned_thickness) / speed
tuned = response(tuned_time)
direct_tuned = integrate_growth(tuned_time, 0.0)
direct_width = start_width - 2 * cycles * direct_tuned / volume_ratio
assert abs(direct_width - target_width) < 1e-5 * nm

# Incomplete removal, integrated one cycle at a time.
residue_width = start_width
initial = 0.0
for _ in range(cycles):
    final = integrate_growth(tuned_time, initial)
    residue_width -= 2 * (final - initial) / volume_ratio
    initial = residue
residue_error = 2 * (cycles - 1) * residue / volume_ratio
assert abs(residue_width - target_width - residue_error) < 1e-5 * nm

# Full nonlinear common noise by Gaussian quadrature.
nodes, weights = np.polynomial.hermite_e.hermegauss(7)
weights = weights / weights.sum()
a, b, c = np.meshgrid(nodes, nodes, nodes, indexing="ij")
joint = (weights[:, None, None] * weights[None, :, None]
         * weights[None, None, :])
losses = 2 / volume_ratio * oxide_thickness(
    tuned_time + sd_time * a, temperature + sd_temperature * b,
    voltage + sd_voltage * c)
mean_loss = np.sum(joint * losses)
common_variance = np.sum(joint * (losses - mean_loss)**2)
assert abs(common_variance / tuned[4].sum() - 1) < 0.01
mean_shift = -cycles * (mean_loss - tuned[3])
cycle_total = cycles * tuned[5]
run_total = cycles**2 * tuned[6]**2
assert abs(mean_shift) < 0.05 * np.sqrt(cycle_total)

# Simulate the two sidewalls; tolerances are five sampling errors.
samples = 40000


def simulate_width(run_sd):
    shape = (samples, cycles)
    time = tuned_time + sd_time * rng.standard_normal(shape)
    temp = temperature + sd_temperature * rng.standard_normal(shape)
    offset = run_sd * rng.standard_normal((samples, 1))
    volt = voltage + offset + sd_voltage * rng.standard_normal(shape)
    assert time.min() > 0 and volt.min() > 0
    recession = oxide_thickness(time, temp, volt) / volume_ratio
    left = recession + sd_local * rng.standard_normal(shape)
    right = recession + sd_local * rng.standard_normal(shape)
    return start_width - np.sum(left + right, axis=1)


white_widths = simulate_width(0.0)
offset_widths = simulate_width(sd_run_voltage)
variance_tolerance = 5 * np.sqrt(2 / (samples - 1))
white_variance = white_widths.var(ddof=1)
offset_variance = offset_widths.var(ddof=1)
assert abs(white_variance / cycle_total - 1) < variance_tolerance
assert abs(offset_variance / (cycle_total + run_total) - 1) < variance_tolerance
mean_error = white_widths.mean() - target_width - mean_shift
assert abs(mean_error) < 5 * np.sqrt(cycle_total / samples)

double_thickness = float(oxide_thickness(2 * nominal_time, temperature, voltage))
cap_thickness = charge * half_jump * voltage / barrier


def show(label, value, unit="1"):
    print(f"{label}: {value:.6g} {unit}")


show("Start width", start_width / nm, "nm")
show("Target width", target_width / nm, "nm")
show("Ion charge / elementary charge", charge / e)
show("Distance to barrier top", half_jump / nm, "nm")
show("Barrier energy", barrier, "J")
show("Attempt speed", attempt_speed, "m/s")
show("Temperature", temperature, "K")
show("Oxide voltage", voltage, "V")
show("Oxide/semiconductor volume ratio", volume_ratio)
show("Field length x1", length / nm, "nm")
show("Zero-field speed u0", speed, "m/s")
show("Barrier energy / kT", barrier / (k * temperature))
show("Thickness where barrier vanishes", cap_thickness / nm, "nm")
show("Time in capped growth", cap_thickness / attempt_speed, "s")
show("Nominal oxidation time", nominal_time, "s")
show("Nominal oxide thickness", nominal[0] / nm, "nm")
show("Nominal z", nominal[1])
show("Nominal backward/forward jump ratio", np.exp(-2 * nominal[1]))
show("Nominal time sensitivity g", nominal[2][0])
show("Thickness ratio on doubling nominal time", double_thickness / nominal[0])
show("Nominal width loss per cycle", nominal[3] / nm, "nm")
show("Unrounded removal / nominal loss", removal / nominal[3])
show("Best integer cycle count", cycles)
show("Width after best count at nominal time",
     (start_width - cycles * nominal[3]) / nm, "nm")
show("Tuned oxidation time", tuned_time, "s")
show("Tuned oxide thickness", tuned[0] / nm, "nm")
show("Tuned z", tuned[1])
show("Tuned width loss per cycle", tuned[3] / nm, "nm")
for name, value in zip(("time", "temperature", "voltage"), tuned[2]):
    show(f"Tuned {name} sensitivity", value)
show("Time standard deviation", sd_time, "s")
show("Temperature standard deviation", sd_temperature, "K")
show("Cycle voltage standard deviation", sd_voltage, "V")
show("Run voltage standard deviation", sd_run_voltage, "V")
show("Local recession standard deviation", sd_local / nm, "nm")
for name, value in zip(("time", "temperature", "voltage"), tuned[4]):
    show(f"Total {name} variance", cycles * value / nm**2, "nm^2")
show("Total local variance", cycles * 2 * sd_local**2 / nm**2, "nm^2")
show("Cycle-noise width variance", cycle_total / nm**2, "nm^2")
show("Cycle-noise width standard deviation", np.sqrt(cycle_total) / nm, "nm")
show("Simulated cycle-noise variance", white_variance / nm**2, "nm^2")
show("Noise-induced mean width shift", mean_shift / nm, "nm")
show("Run-offset width variance", run_total / nm**2, "nm^2")
show("Combined width standard deviation",
     np.sqrt(cycle_total + run_total) / nm, "nm")
show("Simulated combined variance", offset_variance / nm**2, "nm^2")
show("Residue thickness in contrast case", residue / nm, "nm")
show("Extra final width from residue", residue_error / nm, "nm")
show("Number of simulated fins", samples)
print("finished without a failed check")
```

Printed output:

```
Start width: 20 nm
Target width: 7 nm
Ion charge / elementary charge: 3 1
Distance to barrier top: 0.2 nm
Barrier energy: 2.4e-19 J
Attempt speed: 1000 m/s
Temperature: 300 K
Oxide voltage: 1 V
Oxide/semiconductor volume ratio: 1.5 1
Field length x1: 23.209 nm
Zero-field speed u0: 6.84452e-23 m/s
Barrier energy / kT: 57.9438 1
Thickness where barrier vanishes: 0.400544 nm
Time in capped growth: 4.00544e-13 s
Nominal oxidation time: 60 s
Nominal oxide thickness: 1.00862 nm
Nominal z: 23.0107 1
Nominal backward/forward jump ratio: 1.03083e-20 1
Nominal time sensitivity g: 0.0401026 1
Thickness ratio on doubling nominal time: 1.02856 1
Nominal width loss per cycle: 1.34483 nm
Unrounded removal / nominal loss: 9.66667 1
Best integer cycle count: 10 1
Width after best count at nominal time: 6.55172 nm
Tuned oxidation time: 25.4207 s
Tuned oxide thickness: 0.975 nm
Tuned z: 23.8041 1
Tuned width loss per cycle: 1.3 nm
Tuned time sensitivity: 0.0388626 1
Tuned temperature sensitivity: 1.29071 1
Tuned voltage sensitivity: 0.961137 1
Time standard deviation: 1 s
Temperature standard deviation: 0.5 K
Cycle voltage standard deviation: 0.02 V
Run voltage standard deviation: 0.01 V
Local recession standard deviation: 0.03 nm
Total time variance: 3.94981e-05 nm^2
Total temperature variance: 7.82061e-05 nm^2
Total voltage variance: 0.00624479 nm^2
Total local variance: 0.018 nm^2
Cycle-noise width variance: 0.0243625 nm^2
Cycle-noise width standard deviation: 0.156085 nm
Simulated cycle-noise variance: 0.0242112 nm^2
Noise-induced mean width shift: 0.000401919 nm
Run-offset width variance: 0.015612 nm^2
Combined width standard deviation: 0.199936 nm
Simulated combined variance: 0.0403085 nm^2
Residue thickness in contrast case: 0.1 nm
Extra final width from residue: 1.2 nm
Number of simulated fins: 40000 1
finished without a failed check
```
